How a Generalised Koopmans Condition Fixes a Defect's Hybrid Mixing Fraction

A defect at a semiconductor–oxide interface can hold an electron in a localised orbital whose level lies in the gap. Let f, between 0 and 1, be the occupation of that orbital. An isolated defect that exchanges whole electrons with a reservoir should have an energy that runs along a straight line between f = 0 and f = 1. Approximate functionals give a curve. The problem is to find what a condition on the orbital's eigenvalue does to this curve, and what it leaves undone.

The atoms are held fixed. The energy is that of a hybrid functional with Fock fraction α,

E_α = E_0 + α E_F + (1 − α) E_S.

E_0 contains the one-electron and Hartree energies, E_F is Fock exchange and E_S is semilocal exchange, a functional of the spin densities. Correlation is left out until part (g). The orbitals φ_p are real and orthonormal, with occupations n_p, and each spin has the density matrix

P = Σ_p n_p φ_p φ_pᵀ.

Spin labels are written only where needed. The matrix F is the derivative of E_α with respect to P, and Fφ_p = ε_p φ_p. The defect orbital φ is a nondegenerate spin-up orbital with eigenvalue ε(f). All other occupations are 0 or 1. At each f all orbitals are relaxed to a stable minimum, which gives E(f), assumed to vary smoothly with f.

**(a) How is the slope of E(f) related to the defect eigenvalue?**

Solution. When f changes, P changes for two reasons: the occupation of φ changes, and the orbitals rotate. The first contributes φφᵀ to dP/df, and hence φᵀFφ = ε to dE/df.

For the second, write δφ_p = Σ_q κ_qp φ_q. Orthonormality requires κ_qp = −κ_pq. With F_pq = φ_pᵀFφ_q, the energy change is

δE = 2 Σ_pq n_p κ_qp F_pq = Σ_pq (n_p − n_q) κ_qp F_pq.

The second form follows by averaging the sum with its copy in which p and q are exchanged. The orbitals are eigenvectors of F, so F_pq = 0 for p ≠ q, and κ_pp = 0. Rotations therefore contribute nothing at first order, and

dE/df = ε(f).

This is Janak's relation. Integrating it, and integrating the curvature K(f) = d²E/df² = dε/df, gives

E(1) − E(0) = ∫₀¹ ε(f) df,

ε(1) − ε(0) = ∫₀¹ K(f) df.

The eigenvalue difference between the filled and the empty orbital is thus the mean curvature of the energy.

**(b) What is the curvature if no orbital is allowed to change?**

Solution. Add a small occupation x to the fixed orbital, so that the spin-up density matrix becomes P + xφφᵀ. Let w(r) = φ(r)², and let v(r,r′) be the electron repulsion. The one-electron energy is linear in x and has no curvature. The Hartree energy ½∬ n v n′ contains ½x²∬ w v w′, and its second derivative is

J = ∬ w(r) v(r,r′) w(r′) dr dr′.

Fock exchange is −½∬ v P(r,r′)² for each spin. Its term in x² is −½x²∬ v φ(r)²φ(r′)², so its second derivative is −J. For semilocal exchange define

G = −∬ w(r) [δ²E_S/δn↑(r)δn↑(r′)] w(r′) dr dr′,

so that its second derivative is −G. Weighting the exchange terms by α and 1 − α gives the frozen curvature

Π = J − αJ − (1 − α)G = (1 − α)(J − G).

J is the repulsion of the orbital's charge with itself. Fock exchange cancels it completely, while semilocal exchange cancels the part G. At α = 1 the frozen curvature vanishes for any shape of φ.

**(c) How does relaxation of the orbitals change the curvature?**

Solution. Take 0 < f < 1, and let the vector κ collect the independent rotations between orbitals of different occupation. The energy is then a function E(f,κ), and the relaxed orbitals correspond to κ*(f), where ∂E/∂κ = 0. Let H be the matrix of second derivatives in κ, and let b be the vector ∂²E/∂f∂κ. Differentiating the stationarity condition along the relaxed path gives

b + H dκ*/df = 0, so dκ*/df = −H⁻¹b.

Because dE/df = ∂E/∂f at κ*, a second differentiation gives

K = ∂²E/∂f² + bᵀ dκ*/df = Π − bᵀH⁻¹b.

At a stable minimum H is positive definite. Hence

K = (1 − α)(J − G) − R, with R = bᵀH⁻¹b ≥ 0.

The end points f = 0 and f = 1 are reached as limits, which need not be finite. With local-density exchange, proportional to ∫ n↑^(4/3) dr, G grows as f^(−2/3) when φ supplies all of the spin-up density. The average over f then stays finite, but K(0) does not, and the bound in part (e) gives nothing. Relaxation lowers the curvature, because the orbitals adapt to the added charge.

R can be computed from linear response. Let W[D] be the change of F caused by a density-matrix change D, and let u = W[φφᵀ] be the field of the defect orbital. From part (a), ∂E/∂f = φᵀFφ. Its derivative with respect to κ has no term from the rotation of φ, since φ is an eigenvector of F. What remains is the change of F, and the symmetry of second derivatives gives

b = φᵀ W[∂P/∂κ] φ = tr(u ∂P/∂κ).

If X is the part of dP/df due to rotation, then tr(uX) = bᵀdκ*/df, and therefore

R = −tr(uX).

To find X, use the fact that F and P share eigenvectors at every f, so FP − PF = 0. Its derivative, with F′ = dF/df = u + W[X], is

F′P − PF′ + FX − XF = 0.

The term φφᵀ in dP/df has dropped out because it commutes with F. The matrix element between orbitals p and q is F′_pq(n_q − n_p) + (ε_p − ε_q)X_pq = 0, so that for n_p ≠ n_q

X_pq = [(n_p − n_q)/(ε_p − ε_q)] (u + W[X])_pq.

The equation is self-consistent, since the response X alters the field that causes it.

**(d) Require the filled and the empty orbital to have the same eigenvalue. Which α results, and does it exist?**

Solution. The generalised Koopmans condition used here is ε(1) = ε(0), with separately relaxed orbitals at the two ends. By part (a) it says that ∫₀¹ K df = 0. Let ⟨ ⟩ denote an average over f from 0 to 1. Inserting the result of part (c) gives

(1 − α)⟨J − G⟩ − ⟨R⟩ = 0.

If ⟨J − G⟩ is not zero, the selected fraction α_K satisfies

α_K = 1 − ⟨R⟩/⟨J − G⟩.

The averages are taken at α_K itself, so this is an implicit equation. It can be solved by finding the zero of

Δ(α) = ε(1) − ε(0).

At α = 1 the frozen curvature vanishes, so Δ(1) = −⟨R⟩ ≤ 0. At α = 0, Δ(0) = ⟨J − G⟩ − ⟨R⟩, which is positive if the self-repulsion left by semilocal exchange exceeds the relaxation. If it does, and if Δ is continuous, a root lies between 0 and 1. The root is unique if Δ also decreases steadily with α.

Two limits show what the formula means. If no orbital can relax, R tends to zero and α_K tends to 1, because nothing is left to balance a residual self-repulsion. A rigid host alone is not enough: other electrons on the defect centre also relax, and they can keep α_K below 1 even with no host at all. In a host so polarisable that ⟨R⟩ approaches ⟨J − G⟩, α_K tends to 0. The selected fraction balances two errors of opposite sign: too little cancellation of self-repulsion, and relaxation that full Fock exchange leaves uncompensated.

**(e) Is E(f) now a straight line?**

Solution. Not in general. A vanishing mean does not make K vanish at every f. Measure the departure from the chord by

D(f) = E(f) − (1 − f)E(0) − fE(1).

Then D″ = K and D(0) = D(1) = 0. Consider the integral of K with the weight g(f,s), equal to s(1 − f) for s < f and f(1 − s) for s > f. Integration by parts gives for the two pieces

(1 − f)∫₀ᶠ s D″(s) ds = (1 − f)[f D′(f) − D(f)],

f∫ᶠ¹ (1 − s) D″(s) ds = f[−(1 − f)D′(f) − D(f)],

where the second integral runs from f to 1. In the sum the terms with D′ cancel, leaving −D(f). Thus

D(f) = −∫₀¹ g(f,s) K(s) ds.

The weight is not negative, and its integral over s is (1 − f)f²/2 + f(1 − f)²/2 = f(1 − f)/2. Hence

|D(f)| ≤ ½ f(1 − f) max|K|.

If K is continuous and does not change sign, a zero mean forces K = 0 everywhere, and E(f) is linear. A constant curvature is the simplest case. Conversely, a linear E(f) has a constant eigenvalue and satisfies the condition. Without the extra assumption on K, the condition removes the mean curvature and may leave a residual.

The simplest residual has K(s) = T(s − ½), with T constant. Integrating D″ = K twice, with D = 0 at both ends, gives

D(f) = T(f³/6 − f²/4 + f/12) = (T/12) f(1 − f)(1 − 2f).

This curve vanishes at f = ½ as well as at the ends, so a check at half occupation alone would miss it.

The residual also separates three conditions that coincide for a linear energy. From part (a),

E(1) − E(0) − ε(0) = ∫₀¹ [ε(f) − ε(0)] df = ∫₀¹ (1 − s)K(s) ds,

ε(1) − [E(1) − E(0)] = ∫₀¹ s K(s) ds.

Setting the first to zero equates the addition energy with the empty eigenvalue; setting the second to zero equates it with the filled one. Their sum is Δ. At α_K they are therefore equal and opposite, but need not vanish. For the linear K above, the first equals

T∫₀¹ (1 − s)(s − ½) ds = −T/12.

**(f) Evaluate the condition for a polarisable model interface.**

The model has one defect site and six two-site bonds that point away from it along the positive and negative Cartesian axes. Three bonds on one side are soft, with hopping 4 eV, and three on the other are stiff, with hopping 6 eV. Host sites lie 3 Å and 5 Å from the defect. The site energies are 1.0 eV for the defect and 2.7 eV for the host, and a hopping of 0.4 eV joins the defect to each near site. Hopping t enters the one-electron matrix as −t. Sites a distance d apart repel with

V(d) = U/√[1 + (d/a)²], U = 6 eV, a = 2 Å.

Each host site has core charge 1 and the defect site 0. Six filled orbitals in each spin make the system neutral at f = 0. The Hartree energy acts between net site charges. The local exchange energy per site and spin is −An²/2 + Bn³/6, with A = 5 eV and B = 1 eV, so that here

G = Σ_i (A − B n_i↑) w_i².

These are model parameters and stand for no particular material.

Solution. At α = 0.3 and f = 0.4, a finite difference of the total energy gives dE/df = 1.09675 eV, equal to the eigenvalue to the digits shown. The frozen curvature is 1.02634 eV and R is 0.67547 eV, so

K = 1.02634 − 0.67547 = 0.35087 eV.

Differences of self-consistent eigenvalues give the same value. This tests parts (a) to (c) away from the special point.

The eigenvalue difference Δ is 0.833 eV at α = 0, 0.140 eV at α = 0.5 and −0.568 eV at α = 1. It decreases at each step of the five-point α grid. Its zero is at

α_K = 0.600.

At this value ⟨J⟩ = 5.725 eV and ⟨G⟩ = 4.172 eV, so ⟨J − G⟩ = 1.553 eV, while ⟨R⟩ = 0.622 eV. The formula of part (d) gives

α_K = 1 − 0.6218/1.5530 = 0.600.

The root came from end-point eigenvalues, and the averages came from linear response at intermediate f. Their agreement is therefore a test of the formula.

The change in the energy curve is clearest at half occupation. There D is −104 meV at α = 0, −0.08 meV at α_K and +71 meV at α = 1. Consider two identical, distant defects that share one electron and do not interact. Relative to placing the electron on one of them, sharing it equally changes the energy by

2E(½) − E(0) − E(1) = 2D(½).

This is −208 meV at α = 0, which wrongly favours two half-filled defects. It is +142 meV at α = 1, which penalises sharing. At α_K it is −0.2 meV, so the two arrangements are nearly degenerate, as a linear energy requires.

The small value at f = ½ does not show that the energy is linear. At α_K the curvature runs from K(0) = −0.2068 eV to K(1) = 0.2016 eV. If it is approximated as linear in f, then T = K(1) − K(0) = 0.408 eV, and part (e) predicts at f = 0.25

D = (0.408/12)(0.25)(0.75)(0.5) eV = 3.2 meV.

The self-consistent value is 3.1 meV, and at f = 0.75 it is −3.2 meV. The largest magnitude on the f grid is 3.3 meV, compared with 105 meV at α = 0.

One source of this variation can be read from G. For an orbital wholly on the defect site, n↑ = f there, and the frozen curvature contains (1 − α)Bf. At α_K this rises by 0.40 eV between f = 0 and f = 1. The orbital's spread reduces the actual rise of the frozen curvature to 0.36 eV. The remaining 0.05 eV of T comes from R, which falls from 0.65 eV to 0.60 eV as the orbital fills.

The eigenvalues at both ends are 1.023 eV, but the addition energy E(1) − E(0) is 0.989 eV. The difference, −34 meV, agrees with −T/12. Requiring the addition energy to equal ε(0) gives α = 0.545, and requiring it to equal ε(1) gives α = 0.643. A mixing fraction quoted from a Koopmans condition should therefore say which condition was used. Here the choice moves α by about 0.1.

**(g) How does the surrounding material enter, and when does the selection fail?**

Solution. Make the bonds on both sides soft, or both stiff, and repeat the calculation. With averages taken at each host's own root, the results are:

soft/soft: α_K = 0.537, ⟨J − G⟩ = 1.572 eV, ⟨R⟩ = 0.728 eV

soft/stiff: α_K = 0.600, ⟨J − G⟩ = 1.553 eV, ⟨R⟩ = 0.622 eV

stiff/stiff: α_K = 0.666, ⟨J − G⟩ = 1.534 eV, ⟨R⟩ = 0.512 eV

From the first host to the last, ⟨R⟩ falls by 30 per cent and ⟨J − G⟩ by 2 per cent. The shift of α_K therefore comes mainly from relaxation.

A single isolated bond explains the direction. If its two sites differ in potential energy by δ, its lower level is

−√(t² + δ²/4) ≈ −t − δ²/(8t), for δ much smaller than t,

measured from the mean site energy. Two electrons gain δ²/(4t). The defect charge produces δ = f[V(3 Å) − V(5 Å)] = 1.10f eV, so each bond contributes (1.10 eV)²/(2t) to R. The sum over six bonds is 0.91 eV for the soft host, 0.76 eV for the mixed one and 0.60 eV for the stiff one. The estimate neglects interactions among the host electrons, the spread of the defect orbital and its mixing with the host. Its values exceed the self-consistent ones by about 20 per cent, but they reproduce the trend. A defect that moves across an interface changes its screening, so a fraction selected on one side need not satisfy the condition on the other.

Periodic cells bring a further error. Suppose that interaction with image charges adds a spurious energy ½βf² that depends only on the net charge. It adds β to K at every f, and hence β to Δ. To first order the root shifts by

δα = −β/(dΔ/dα).

In the mixed model dΔ/dα = −1.41 eV at the root. A spurious β = −0.1 eV would shift α by −0.07. Such terms must be removed before the condition is applied, or the fraction will compensate for the size of the cell.

Semilocal correlation, if included, adds its own frozen curvature c. The balance becomes (1 − α)⟨J − G⟩ + ⟨c⟩ = ⟨R⟩, and the sign of Δ(1) is no longer guaranteed by part (d).

The condition also needs a localised orbital. If φ spreads over an ever larger volume, its self-repulsion J and its semilocal counterpart G both tend to zero, whatever α is. A root may survive if R shrinks as well, since α_K is set by the ratio ⟨R⟩/⟨J − G⟩. But Δ then depends only weakly on α, and by δα = −β/(dΔ/dα) a small spurious term moves the root a long way.

Finally, the condition concerns one orbital at one geometry. It does not ensure correct band edges, and so does not by itself place the defect level correctly within the gap. The remaining values are in the numerical output.

Numbers as computed

```
on-site repulsion U = 6.0 eV, softening 2.0 angstrom
host sites at 3.0 and 5.0 angstrom from defect
site energies: defect 1.0 eV, host 2.7 eV
bond hoppings: soft 4.0, stiff 6.0 eV
defect-host hopping 0.4 eV
local exchange coefficients A = 5.0 eV, B = 1.0 eV
check point: alpha = 0.3, f = 0.4
  dE/df = 1.09675 eV, eigenvalue = 1.09675 eV
  K response = 0.35087 eV, K differences = 0.35087 eV
  frozen part = 1.02634 eV, R = 0.67547 eV
interface host: alpha, eps(0), eps(1), eps(1)-eps(0) in eV
  0.00    0.9973    1.8307    0.8333
  0.25    1.0087    1.4977    0.4890
  0.50    1.0192    1.1593    0.1401
  0.75    1.0291    0.8165   -0.2126
  1.00    1.0385    0.4701   -0.5684
alpha_K from eps(1) = eps(0): 0.5996
alpha from E(1)-E(0) = eps(0): 0.5455
alpha from eps(1) = E(1)-E(0): 0.6430
slope of eps(1)-eps(0) in alpha at alpha_K: -1.4093 eV
at alpha_K: <J> = 5.7250 eV, <G> = 4.1720 eV
at alpha_K: <J-G> = 1.5530 eV, <R> = 0.6218 eV
1 - <R>/<J-G> = 0.5996
at alpha_K: eps(0) = 1.0233 eV
at alpha_K: eps(1/2) = 0.9723 eV
at alpha_K: E(1)-E(0) = 0.9893 eV
at alpha_K: K(0) = -0.2068 eV, K(1) = 0.2016 eV
deviation of E(f) from its chord in meV: f, alpha=0, alpha_K, alpha=1
  0.25    -70.49      3.14     53.53
  0.50   -103.97     -0.08     70.93
  0.75    -85.53     -3.22     52.91
largest deviation on the f grid in meV: alpha=0, alpha_K, alpha=1
     104.92      3.29     70.93
host, alpha_K, <J-G> in eV, <R> in eV
  soft/soft    0.5366 1.5719 0.7284
  soft/stiff   0.5996 1.5530 0.6218
  stiff/stiff  0.6662 1.5339 0.5120
```
